Hubbard parameter from bare and screened occupation susceptibilities

**Problem**

A transition-metal oxide used in a resistive memory is treated with a mean-field density functional, to which a Hubbard correction for the metal d shell is to be added. The strength U of the correction is to be computed from the functional itself. For this purpose the energy of one d shell is shifted by a small amount α, which adds the term αn to the energy, where n is the total number of electrons in the shell. Two slopes are recorded:

χ0 = dn/dα with the self-consistent potential frozen: −0.50 eV⁻¹

χ = dn/dα after the potential has become self-consistent again: −0.125 eV⁻¹

Both are negative because raising a level drives electrons out of it. The atoms stay in place.

(a) Find U, assuming that this shell is the only place where a change of occupation changes the potential. (b) How well do the data, read as rounded in their last digit, determine it? (c) By how much can the result move when the assumption in (a) fails, as it may near a defect?

**First estimate by scaling**

Suppose that the interaction dominates the response. If the shell loses δn electrons, the repulsion felt by those that remain falls by U δn, which lowers the level. Electrons leave until this lowering nearly cancels the applied shift:

U |δn| ≈ α, so that U ≈ α/|δn| = 1/|χ| = 1/0.125 eV = 8 eV.

The estimate uses one of the two data. It neglects the part of the shift that is left over after the cancellation, without which no electron would move at all. The bare susceptibility says how large that part must be.

**Exact solution within linear response**

*The self-consistency condition.* Let dα be the applied shift and dn the final change of occupation. The shell feels the applied shift and the change of its own mean-field potential, which for small changes is proportional to dn. The constant of proportionality is U:

dv = dα + U dn.

The frozen-potential susceptibility states how the occupation answers any given shift of the level, whatever its origin:

dn = χ0 dv = χ0 dα + χ0 U dn.

Collecting the terms in dn gives

(1 − U χ0) dn = χ0 dα,

χ = dn/dα = χ0/(1 − U χ0).

Since χ0 is negative and U positive, the denominator exceeds one and the interaction weakens the response. Taking the reciprocal,

1/χ = 1/χ0 − U,

U = 1/χ0 − 1/χ.

With the data,

U = 1/(−0.50) − 1/(−0.125) eV = −2 eV + 8 eV = 6 eV.

The net shift is dv = dn/χ0 = (χ/χ0) dα. As χ0/χ = 4, a quarter of the applied shift survives and three quarters are cancelled by the response.

*The same result as an energy curvature.* Let E(n) be the lowest energy of the system when the shell is constrained to hold n electrons, without the applied shift. With the shift, n adjusts itself to minimize E(n) + αn, so that

dE/dn = −α.

Differentiating with respect to n gives

d²E/dn² = −dα/dn = −1/χ = 8 eV.

The same argument with the potential frozen gives the curvature −1/χ0 = 2 eV. This part exists without any interaction: the shell is hybridized with its neighbours, and moving its occupation away from the optimum raises the sum of its level energy and bonding energy. U is the difference, the curvature due to the interaction.

*An explicit model.* The two slopes can be realized with one shell orbital and one ligand orbital, coupled by a hopping element −t and sharing two electrons of opposite spin. Let D be the energy of the shell orbital above the ligand orbital in the unperturbed self-consistent potential. If the shell holds n electrons, each electron has amplitude √(n/2) on the shell and √(1 − n/2) on the ligand. Equal signs of the amplitudes give the lower energy. For two electrons,

E0(n) = D n − 4t √[(n/2)(1 − n/2)] = D n − 2t √[n(2 − n)].

With x = n − 1 the product n(2 − n) becomes 1 − x², and the minimum obeys

dE0/dx = D + 2t x/√(1 − x²) = 0,

x = −D/√(D² + 4t²).

An applied shift adds to D. The frozen response is therefore the derivative of x with respect to D:

χ0 = −1/√(D² + 4t²) + D²/(D² + 4t²)^(3/2) = −4t²/(D² + 4t²)^(3/2).

At D = 0 this is −1/(2t), so t = 1 eV reproduces χ0 = −0.50 eV⁻¹. The shell then holds one electron.

The interaction enters through the mean-field energy (U/2)(n − n_ref)², where n_ref is the unperturbed occupation. Its derivative, U(n − n_ref), is the level shift assumed above. With U = 6 eV, repeated diagonalization until the potential and the occupation agree gives a response of −0.12500 eV⁻¹, as required. A less symmetric case tests the inversion formula away from D = 0: with D = 1.3 eV, t = 0.8 eV and an interaction of 4.2 eV put in, the two computed slopes return 4.2000 eV. These and most of the later model values are listed in the numerical output.

**Comparison of the two**

The estimate of 8 eV lies 2 eV above the solution, an excess of one third of the correct value. From the formula for U,

U = −(1/χ)(1 − χ/χ0),

so the estimate is too large by the factor 1/(1 − χ/χ0) = 1/(1 − 1/4) = 4/3. It is good when χ0/χ is much larger than one, that is, when the interaction contributes most of the curvature. It fails in the opposite limit: for U = 0 the two slopes coincide, yet the estimate still returns −1/χ0, here 2 eV. What it counts as interaction is then entirely hybridization.

One may also start from the weak-interaction side. Expanding χ = χ0/(1 − U χ0) to first order in U gives χ ≈ χ0 + U χ0², hence

U ≈ (χ − χ0)/χ0² = 0.375/0.25 eV = 1.5 eV.

This is a quarter of the correct value, because the exact difference is χ − χ0 = U χ0 χ and the expansion has replaced χ by the four times larger χ0. With U|χ0| = 3 the present case is outside the weak regime, and the strong-interaction estimate is the better of the two.

**Accuracy of the data**

Differentiating U = 1/χ0 − 1/χ gives

dU = −dχ0/χ0² + dχ/χ²,

with weights 1/χ0² = 4 eV² and 1/χ² = 64 eV². An absolute error in the screened slope thus counts 16 times as much as an equal one in the bare slope. Rounding allows ±0.005 eV⁻¹ in χ0 and ±0.0005 eV⁻¹ in χ. In the worst combination,

|dU| = 4 × 0.005 eV + 64 × 0.0005 eV = 0.020 eV + 0.032 eV ≈ 0.05 eV.

Evaluating the formula at the extreme values gives the interval from 5.95 to 6.05 eV. If |χ| were 1 % larger, for instance through incomplete self-consistency, U would fall by about 0.08 eV.

A slope taken from a finite shift has a further error. In the model at D = 0, the frozen occupation changes by −α/√(α² + 4t²), so the slope measured between −α and +α is −1/√(α² + 4t²), smaller in magnitude than 1/(2t). For α = 0.05 eV the result is U = 5.999 eV. For α = 0.5 eV the bare slope drops to −0.485 eV⁻¹ and U to 5.94 eV. The screened slope hardly changes, −0.1249 eV⁻¹, for two reasons. The shell then feels a net shift about four times smaller, at which the bare slope is still −0.499 eV⁻¹, and χ = χ0/(1 − U χ0) passes on only a quarter of the relative change of χ0.

**When one number is not enough**

*A ligand that also interacts.* Let the ligand have its own interaction Up, and let a charge on one site shift the level of the other by V per electron. In the two-orbital model the ligand gains what the shell loses, so its occupation changes by −dn. The shell level then moves by (U − V) dn and the ligand level by (V − Up) dn. The electrons respond to the difference of the two levels, and the scalar formula returns

U_scalar = U + Up − 2V.

With U = 6 eV and the chosen values Up = 4 eV and V = 1.5 eV this is 6 + 4 − 3 = 7 eV. The formula still describes the response correctly, but the number belongs to the transfer of charge between shell and ligand and no longer to the shell alone.

*A second metal shell.* Now let two equal metal shells, each with U = 6 eV, be bridged by a ligand without interaction, with t = 1 eV, all levels equal and two electrons in total. The responses form matrices, with one row and one column per metal shell. The self-consistency condition becomes

dn = χ0 (dα + K dn),

where K is the matrix of interactions. Since dn = χ dα for every choice of dα, this means χ = χ0 + χ0 K χ. Multiplying by χ0⁻¹ from the left and by χ⁻¹ from the right gives

K = χ0⁻¹ − χ⁻¹.

The inverses must exist. They would not if all sites were included at a fixed number of electrons, because a uniform shift then changes no occupation.

The computed elements are −0.4419 eV⁻¹ (same shell) and 0.2652 eV⁻¹ (other shell) for χ0, and −0.1103 and 0.0245 eV⁻¹ for χ. By symmetry, the sum and the difference of the two elements are the responses to equal and to opposite shifts of the shells. For equal shifts,

1/(−0.4419 + 0.2652) − 1/(−0.1103 + 0.0245) = −5.66 + 11.66 = 6.0 eV,

and opposite shifts give 6.0 eV as well. Both eigenvalues of K are therefore 6 eV, which means 6 eV on the diagonal and nothing off it. The scalar formula, applied to the same-shell elements alone, gives 6.80 eV. The excess comes from the second shell. Electrons pushed out of the first shell partly enter the second, where they meet a repulsion that the frozen calculation leaves out. This extra stiffness of 0.80 eV is wrongly credited to the first shell.

*A defect next to the shell.* Suppose that next to a defect the shell level of the two-orbital model lies D = 1 eV above the ligand level in the self-consistent potential, that is, after screening, while t and U are unchanged. Then

χ0 = −4/5^(3/2) eV⁻¹ = −0.358 eV⁻¹,

and the self-consistent slope becomes −0.114 eV⁻¹. Both slopes have changed, but together they still give 6.0 eV. If the defect value of χ is combined with the bulk value χ0 = −0.50 eV⁻¹, the result is 6.8 eV, although the interaction is the same. If 1 eV were instead the shift applied by the defect before screening, only about a quarter of it would survive, and the error would be much smaller. The two slopes must belong to the same site in the same surroundings.

*Correlation.* The formula inverts a mean-field response. To see what this restriction means, replace the mean-field energy by the operator (U/2)(n − 1)² and solve the two-electron problem at D = 0 in full. The spin-singlet state with one electron on each site has energy 0. The two states with both electrons on one site have energy U/2 = 3 eV. Hopping couples the first state to each of the others with −√2 t, hence to their normalized sum with −2t and to their difference not at all. The energies of the coupled pair follow from

E(E − 3 eV) = 4t² = 4 eV², with the lower root E = −1 eV.

Let a and b be the amplitudes of the first state and of the sum. The first row of the eigenvalue equation, −2t b = E a, gives b = a/2, so the sum has weight 1/5. Apart from a constant, the applied shift is α(n − 1). It gives zero on the first state and turns the sum into the difference, which lies at 3 eV. Second-order perturbation theory then gives

ΔE = −α² (1/5)/(3 + 1) = −0.05 α² (energies in eV),

χ = d²(ΔE)/dα² = −0.10 eV⁻¹.

Combined with the bare slope this would yield −2 + 10 = 8 eV, although the interaction put in is 6 eV. Two effects are mixed in the change from −0.125 to −0.10 eV⁻¹. The first is self-interaction: the mean-field energy (U/2)(n − n_ref)² lets each electron repel itself, which the operator does not. If both electrons occupy the same orbital independently, the average of (n − 1)² is (1 + x²)/2, so the operator contributes a curvature of only U/2, and χ would be −1/(2 + 3) eV⁻¹ = −0.20 eV⁻¹. The second is correlation, counted here from two electrons in the same orbital, which reduces the magnitude from 0.20 to 0.10 eV⁻¹. The division depends on this starting point: at U = 6 eV a mean field that gives the two spins different orbitals has a lower energy and already yields about −0.10 eV⁻¹. For a weak interaction the first effect prevails: at U = 1 eV the full solution gives χ = −0.39 eV⁻¹, close to the −1/(2 + 0.5) eV⁻¹ = −0.40 eV⁻¹ of independent electrons, whereas the mean-field energy used above gives −1/(2 + 1) eV⁻¹ = −0.33 eV⁻¹. U from linear response is thus a property of the functional whose slopes are used, and a slope from a correlated calculation, or from a measurement, must not be inserted in place of χ.

**The number beside a real oxide**

Nickel oxide is a material of resistive memories, and linear-response values for its 3d shell are, roughly, several eV, so 6 eV is in the usual range. The orbital model is not a calculation of nickel oxide. Its shell is a single orbital holding one electron, where nickel has five d orbitals with roughly eight electrons, and its orbital gap of 2 eV is well below the rough 4 eV of the oxide. Temperature matters little for the electrons of the model: at 400 K, with kT = 0.034 eV and the Fermi level at midgap, the upper orbital is occupied with a probability of the order of 10⁻¹³ per spin. The assumption of a single responding shell does not hold strictly even in the perfect oxide, where other metal shells respond as well. In a conducting filament, oxygen vacancies also make the surroundings differ from shell to shell. For the parameters used here, a second metal shell moves the scalar result by 0.8 eV and an interacting ligand moves it by 1 eV, far more than the 0.05 eV from rounding. These are examples, not bounds, and the sign can change as well: by U_scalar = U + Up − 2V, the result falls below U when 2V exceeds Up. Combining slopes from different surroundings is a separate error, which adds 0.8 eV in the defect example. The model does not cover the relaxation of the atoms, the orbital and spin structure of the full d shell, or the choice of the projector that defines n. Since both slopes depend on the functional and on the projector through which n is defined, a value of U should be used with the same functional and the same projector with which it was computed.

Table of computed values

```
bare susceptibility chi0 = -0.500 1/eV
screened susceptibility chi = -0.125 1/eV
1/chi0 = -2.000 eV
1/chi = -8.000 eV
Hubbard parameter U = 6.000 eV
screening factor chi0/chi = 4.000
model hopping t = 1.000 eV
model shell occupation = 1.000 electrons
model frozen response = -0.50000 1/eV
model self-consistent response = -0.12500 1/eV
asymmetric test: offset 1.3 eV, hopping 0.8 eV
asymmetric test: kernel put in = 4.2000 eV
asymmetric test: kernel recovered = 4.2000 eV
energy curvature without interaction = 2.0000 eV
energy curvature with interaction = 8.0000 eV
rounding of chi0, chi: +-0.005 and +-0.0005 1/eV
U interval from rounding = 5.948 to 6.052 eV
error weights 1/chi0^2, 1/chi^2 = 4.0, 64.0 eV^2
change of U if |chi| is 1 % larger = -0.079 eV
shift +-0.05 eV: chi0 = -0.49984, chi = -0.12500 1/eV, U = 5.9994 eV
shift +-0.5 eV: chi0 = -0.48507, chi = -0.12494 1/eV, U = 5.9424 eV
ligand kernel = 4.0 eV, intersite kernel = 1.5 eV
scalar result with ligand kernels = 7.000 eV
two metals: chi0 same, other site = -0.4419, 0.2652 1/eV
two metals: chi same, other site = -0.1103, 0.0245 1/eV
two metals: scalar inversion = 6.801 eV
two metals: matrix inversion, diagonal = 6.000 eV
defect shift of shell level = 1.0 eV
defect site: chi0 = -0.3578, chi = -0.1137 1/eV
defect site: U from its own pair = 6.000 eV
defect chi with bulk chi0 gives = 6.795 eV
correlated model: ground energy = -1.000 eV, ionic weight = 0.200
correlated model: chi = -0.1000 1/eV
correlated chi with bare chi0 gives = 8.000 eV
orbital gap = 2.000 eV, kT at 400 K = 0.0345 eV
thermal occupation of upper orbital = 2.5e-13 per spin
```
